\section*{Compression, average gap and electronic permittivity in a single-oscillator solid, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a bound electron to a compressed oxide}

A cubic insulating solid is squeezed uniformly. Two things happen to its electrons: there are more of them in each unit of volume, and each may be bound more stiffly. The first effect raises the electronic permittivity and the second lowers it. The problem is to find which one wins, and then to ask what the answer says about an oxide in a gate stack.

The nuclei are held fixed while the electric field acts, so $\epsilon$ below means the electronic permittivity. The field is static and weak. Formulas are in Hartree atomic units, in which $\hbar=m=e=4\pi\varepsilon_{\rm vac}=1$, with $m$ the electron mass and $\varepsilon_{\rm vac}$ the vacuum permittivity. An excitation energy and its angular frequency are then the same number. The oxide example uses nm and eV.

\subsection*{(a) One bound electron}

An electron moves along $x$ in a potential $U(x)$, with ground state $|0\rangle$ and excited states $|n\rangle$ at excitation energies $E_n>0$. Find its static polarizability $\alpha$ as a sum over transitions. Show that the weights in this sum have a fixed total, and use this to define one average gap $E$.

\paragraph{Solution.}
A field $F$ along $x$ exerts the force $-F$ on the electron, whose charge is $-1$. The added potential energy is therefore $+Fx$. Choose the origin so that $\langle0|x|0\rangle=0$, and write $x_{n0}=\langle n|x|0\rangle$. First-order perturbation theory gives
\begin{equation}
|\psi\rangle=|0\rangle-F\sum_{n\neq0}\frac{x_{n0}}{E_n}|n\rangle .
\end{equation}
The minus sign appears because the denominator is the ground-state energy minus the excited-state energy, which is $-E_n$. To first order in $F$ the mean displacement comes from the two cross terms between $|0\rangle$ and the correction:
\begin{equation}
\langle x\rangle=-2F\sum_{n\neq0}\frac{|x_{n0}|^2}{E_n}.
\end{equation}
The dipole moment is $-\langle x\rangle=\alpha F$, so
\begin{equation}
\alpha=2\sum_{n\neq0}\frac{|x_{n0}|^2}{E_n}
=\sum_{n\neq0}\frac{f_n}{E_n^2},
\qquad f_n=2E_n|x_{n0}|^2 .
\end{equation}
The number $f_n$ is the oscillator strength of the transition.

To find the total strength, take $H=p^2/2+U(x)$. Since $U(x)$ commutes with $x$ and $[x,p]=i$,
\begin{equation}
[H,x]=\tfrac12[p^2,x]=-ip,\qquad
[x,[H,x]]=-i[x,p]=1 .
\end{equation}
The same double commutator, written out, is
\begin{equation}
[x,[H,x]]=2xHx-x^2H-Hx^2 .
\end{equation}
Take its mean value in $|0\rangle$, whose energy is $\mathcal E_0$, and insert a complete set of states between the operators $x$:
\begin{align}
1&=2\sum_n(\mathcal E_0+E_n)|x_{n0}|^2
-2\mathcal E_0\sum_n|x_{n0}|^2\nonumber\\
&=2\sum_nE_n|x_{n0}|^2=\sum_nf_n .
\end{align}
The strengths add up to one whatever the shape of $U$, provided that $U$ depends on position alone. This allows the definition
\begin{equation}
\frac1{E^2}=\sum_n\frac{f_n}{E_n^2},\qquad
\alpha=\frac1{E^2}.
\label{eq:average}
\end{equation}
Thus $1/E^2$ is the strength-weighted mean of $1/E_n^2$. Since no $E_n$ lies below the lowest excitation energy, $E$ cannot lie below it either.

A harmonic well $U=\Omega^2x^2/2$ shows what the definition means. In a static field the forces balance when $-\Omega^2x-F=0$, so the dipole moment is $-x=F/\Omega^2$. Hence $E=\Omega$, and the average gap is the oscillator frequency. In the static response, any other well acts like an oscillator with frequency $E$.

\subsection*{(b) From one electron to a solid}

A volume $V$ contains $N$ active electrons, each with average gap $E$. Assume that the field acting on each is the macroscopic field $F$. Find $\epsilon$, and express it through the plasma energy $\omega_p$ defined by $\omega_p^2=4\pi N/V$.

\paragraph{Solution.}
The polarization $P$ is the dipole moment per unit volume:
\begin{equation}
P=\frac{N\alpha F}{V}=\frac{N}{VE^2}F .
\end{equation}
In these units the displacement field is $F+4\pi P$, and it equals $\epsilon F$. Therefore
\begin{equation}
\epsilon=1+\frac{4\pi N}{VE^2}
=1+\left(\frac{\omega_p}{E}\right)^2 .
\label{eq:eps}
\end{equation}
The numerator measures how densely the electrons are packed, and the denominator how stiffly they are held. In the limit of very stiff binding, $E\gg\omega_p$, the permittivity approaches one.

Two assumptions enter. The first is that the active electrons carry a fixed total strength $N$. The sum rule of part (a) covers every transition of an electron in a given potential. In a solid, dividing the strength between valence and core transitions is an approximation, and the division can change with volume. The second is that the acting field is $F$. If neighbouring dipoles alter the acting field, $E$ in Eq.~\eqref{eq:eps} must be read as an effective gap that includes this alteration. Both points are examined in the second half.

\subsection*{(c) Changing the volume}

Let the initial volume, gap and permittivity be $V_{\rm i}$, $E_{\rm i}$ and $\epsilon_{\rm i}$, and write $v=V/V_{\rm i}$. The average gap follows
\begin{equation}
E=E_{\rm i}v^{-g},
\end{equation}
with constant $g$, while $N$ stays fixed. For which values of $g$ does compression lower $\epsilon$? Does the answer depend on how large the compression is?

\paragraph{Solution.}
Put $V=V_{\rm i}v$ and the gap law into Eq.~\eqref{eq:eps}:
\begin{equation}
\epsilon-1=\frac{4\pi N}{V_{\rm i}v\,E_{\rm i}^2v^{-2g}}
=(\epsilon_{\rm i}-1)\,v^{2g-1}.
\label{eq:scaling}
\end{equation}
The exponent has two parts. The $-1$ comes from the electron density, and the $2g$ from the square of the gap.

Because $\epsilon_{\rm i}>1$, the permittivity falls exactly when $v^{2g-1}<1$, that is, when
\begin{equation}
(2g-1)\ln v<0 .
\end{equation}
Under compression $v<1$ and $\ln v<0$. The product is negative if and only if $2g-1>0$. Thus compression lowers the electronic permittivity if $g>1/2$, leaves it unchanged if $g=1/2$, and raises it if $g<1/2$. No expansion in small strain was made, so within this power law the result holds for any amount of compression.

The condition has a direct reading. Since $\omega_p\propto V^{-1/2}$, the permittivity falls when the gap grows by a larger factor than the plasma energy. It is not enough for the gap to grow. With $g=0$ the gap is constant and $\epsilon-1$ rises as $1/V$. With $g=1$ the stiffening outweighs the higher density, and $\epsilon-1$ falls in proportion to $V$.

For small changes, differentiate Eq.~\eqref{eq:scaling} with respect to $\ln V$:
\begin{equation}
\frac{d\epsilon}{d\ln V}=(2g-1)(\epsilon-1).
\label{eq:slope}
\end{equation}
A positive slope means that $\epsilon$ falls on compression, because $d\ln V$ is then negative.

If the gap does not follow one power law, define the local exponent $g(V)=-d\ln E/d\ln V$. Taking the logarithm of $\epsilon-1=4\pi N/(VE^2)$ and differentiating gives
\begin{equation}
\frac{d\ln(\epsilon-1)}{d\ln V}=-1-2\frac{d\ln E}{d\ln V}=2g(V)-1 .
\end{equation}
The threshold then applies at each volume. For a finite compression this expression must be integrated, and what counts is the mean of $g(V)$ over $\ln V$.

\subsection*{(d) Where the exponent comes from}

Let $L=V^{1/3}$. Find $g$ for an electron in each of these wells:
(i) a potential $L^{-2}u(x/L)$, with a fixed shape $u$;
(ii) the harmonic potential inside a ball of uniform positive charge, whose total charge stays fixed as its volume scales with $V$;
(iii) a potential $C|x/L|^k$, with fixed energy $C$ and power $k>0$.

\paragraph{Solution.}
(i) Put $x=Ls$. The kinetic operator $-\frac12d^2/dx^2$ becomes $-\frac12L^{-2}d^2/ds^2$, so the whole Hamiltonian is $L^{-2}$ times an operator that does not contain $L$. Every excitation energy scales as $L^{-2}=V^{-2/3}$. The matrix elements of $x$ scale as $L$, so each strength $2E_n|x_{n0}|^2$ is unchanged. The average gap scales like the individual gaps, and $g=2/3$.

(ii) Let the ball have charge density $\rho$. Gauss's law on a sphere of radius $r$ inside it gives $4\pi r^2F_r=4\pi(4\pi r^3\rho/3)$, so $F_r=4\pi\rho r/3$. The force on the electron is $-4\pi\rho r/3$, a harmonic force with
\begin{equation}
E^2=\frac{4\pi\rho}{3}\propto\frac1V .
\end{equation}
Hence $g=1/2$. The restoring force constant and $\omega_p^2$ both follow the density, and their ratio does not change. This holds for the parabola, and for the ball only while the electron stays inside it, which requires the spread $\sqrt{3/(2E)}$ of the ground state to be well below the radius. A ball of atomic size does not meet this condition. Outside it the force is Coulombic and does not depend on the radius, so $g$ is smaller: about $0.28$ for unit charge and a radius of 2 bohr, and tending to zero as the ball shrinks to a point.

(iii) Put $x=\lambda y$. The kinetic term is then proportional to $\lambda^{-2}$ and the potential term to $\lambda^kL^{-k}$. They scale together if $\lambda^{k+2}\propto L^k$, and all energies follow
\begin{equation}
\lambda^{-2}\propto L^{-2k/(k+2)}=V^{-2k/[3(k+2)]},
\qquad g=\frac{2k}{3(k+2)} .
\end{equation}
The strengths are again unchanged. A parabola has $g=1/3$ and a quartic well $g=4/9$, both below the threshold. The exponent exceeds $1/2$ when $4k>3k+6$, that is, for $k>6$. As $k\to\infty$ the well becomes a box with hard walls, and $g\to2/3$. The steepness of the confinement therefore matters as well as its energy scale.

These cases were tested numerically with eight electrons, each in its own well, in $100$ cubic bohr. The potential was
\begin{equation}
U=\frac{V_{\rm i}^{2/3}}8\left(\frac{L}{L_{\rm i}}\right)^{-q}
\left[\left(\frac xL\right)^2+b\left(\frac xL\right)^4\right],
\end{equation}
with $L_{\rm i}=V_{\rm i}^{1/3}$. The polarizability was found from the displacement in small opposite fields, and the average gap separately from the spectrum. The volume was reduced by 2\%.

For $q=0$, $b=5$, the energy scale is fixed and the well mixes a parabola with a quartic. The spectrum gave $g=0.396$, between the two pure values, and $\epsilon$ rose from $3.088$ to $3.097$. For $q=1$, $b=0$, the well is an unbounded parabola whose force constant scales as $1/V$, as in case (ii); $g$ was $0.500$ and $\epsilon$ stayed at $5.021$. For $q=2$, $b=5$, which is case (i), $g$ was $0.667$ and $\epsilon$ fell from $3.088$ to $3.074$. In each case the permittivity from the field agreed with Eq.~\eqref{eq:eps} to within $2\times10^{-5}$.

\subsection*{(e) A model gate oxide}

A model oxide has $N=16$ active electrons in $V_{\rm i}=0.034\ {\rm nm^3}$ and an average gap of $14$ eV. Its volume is reduced by 2\%. Find the change in $\epsilon$ for $g=0.3$, $0.5$ and $0.8$.

\paragraph{Solution.}
In SI units the plasma energy is $\hbar\sqrt{Ne^2/(V\varepsilon_{\rm vac}m)}$, which gives $25.47$ eV. The initial permittivity is
\begin{equation}
\epsilon_{\rm i}=1+\left(\frac{25.47}{14.00}\right)^2=4.31 .
\end{equation}
Compression raises the plasma energy by the factor $0.98^{-1/2}=1.010$, to $25.73$ eV. The three gap laws give
\begin{align}
g=0.3:&\quad E=14.09\ {\rm eV},\quad \Delta\epsilon=3.31\,(0.98^{-0.4}-1)=+0.027,\nonumber\\
g=0.5:&\quad E=14.14\ {\rm eV},\quad \Delta\epsilon=0,\\
g=0.8:&\quad E=14.23\ {\rm eV},\quad \Delta\epsilon=3.31\,(0.98^{0.6}-1)=-0.040.\nonumber
\end{align}
The gap widens in all three cases, yet the permittivity falls in one. The middle line gives the dividing value: for this compression the average gap must rise by more than $0.14$ eV before $\epsilon$ goes down.

The slope formula gives nearly the same changes. For $g=0.8$ the slope is $0.6\times3.31=1.99$. Multiplying by $\ln0.98=-0.0202$ gives $-0.040$. The changes are about one percent of $\epsilon$ or less, so effects left out of the model may be as large. They are estimated at the end of the second half.

\section{Band gap, local fields and a real gate film}

The first half considered $N$ active electrons in a volume $V$, with plasma energy $\omega_p$ given by $\omega_p^2=4\pi N/V$ in Hartree units. Their average gap $E$ is defined by letting $1/E^2$ be the strength-weighted mean of $1/E_n^2$ over all transitions. The electronic permittivity is $\epsilon=1+(\omega_p/E)^2$. If $E\propto V^{-g}$ at fixed strength, then $\epsilon-1\propto V^{2g-1}$, and compression lowers $\epsilon$ if and only if $g>1/2$. The slope is $d\epsilon/d\ln V=(2g-1)(\epsilon-1)$. As before, $v$ is the volume divided by its initial value. The model oxide has 16 active electrons in $0.034\ {\rm nm^3}$, $E=14$ eV, $\omega_p=25.47$ eV and $\epsilon=4.31$.

\subsection*{(f) Does the band gap tell the sign?}

Suppose that the response comes from several groups of transitions. Group $j$ has gap $E_j\propto V^{-g_j}$ and a fixed fraction $\phi_j$ of the total strength, with $\sum_j\phi_j=1$. Find the exponent $g$ of the average gap. Then take 16 electrons with the plasma energy of the model oxide, one with a gap of 6 eV and exponent $1.0$, and fifteen with a gap of 15 eV and exponent $0.2$. What does a 2\% compression do to the lowest gap and to $\epsilon$?

\paragraph{Solution.}
The definition of the average gap reads
\begin{equation}
E^{-2}=\sum_j\phi_jE_j^{-2}.
\end{equation}
Differentiate both sides with respect to $\ln V$. On the left, $dE^{-2}/d\ln V=-2E^{-2}\,d\ln E/d\ln V=2gE^{-2}$. Each term on the right gives $2g_j\phi_jE_j^{-2}$ in the same way. Therefore
\begin{equation}
g=\sum_jw_jg_j,\qquad
w_j=\frac{\phi_jE_j^{-2}}{\sum_k\phi_kE_k^{-2}} .
\label{eq:weighted}
\end{equation}
The weight $w_j$ is the share of group $j$ in $\epsilon-1$. A low gap raises the share of a group, but a small strength can outweigh this.

For the two groups,
\begin{equation}
w_1=\frac{1/6^2}{1/6^2+15/15^2}=0.294,\qquad
g=0.294\times1.0+0.706\times0.2=0.435 .
\end{equation}
The average gap is $13.02$ eV, and the initial permittivity is $1+(25.47/13.02)^2=4.83$. On compression the lowest gap widens from $6.00$ to $6.12$ eV. Its own exponent is well above one half, yet $\epsilon$ rises from $4.830$ to $4.841$. The average exponent decides the sign, and it lies below one half.

The slope formula predicts a rise of $0.129\times3.83\times0.0202=0.0100$, while the rise computed without intermediate rounding is $0.0104$. Most of the difference arises because $g$ is no longer constant. Taking the logarithm of $w_j$ in Eq.~\eqref{eq:weighted} and differentiating gives $d\ln w_j/d\ln V=2(g_j-g)$, so
\begin{equation}
\frac{dg}{d\ln V}=2\sum_jw_jg_j(g_j-g)
=2\sum_jw_j(g_j-g)^2\geq0 .
\end{equation}
The last step uses $\sum_jw_j(g_j-g)=0$. The average exponent therefore decreases on compression: the group that stiffens faster loses its share of the response. Here this makes the rise in $\epsilon$ slightly larger.

This distinction matters in a gate stack. The barrier that limits leakage depends on the positions of the band edges, whereas $\epsilon$ depends on the strengths and energies of all the active transitions. A measured shift of the fundamental band gap does not by itself supply the exponent needed here.

At fixed strength, uniform compression lowers the electronic permittivity if and only if the exponent $g$ of the average gap exceeds one half, and a shift of the fundamental band gap does not by itself supply that exponent. It remains to examine the local field, a strength that varies with volume, and the further effects present in a real gate film.
